Barrier mass and the sign of spin polarization in Slonczewski's model

Take a junction of iron, aluminium oxide and aluminium, described by free-electron bands and a rectangular barrier 1.0 eV high. If electrons in the oxide have the same effective mass as in the metals, the polarization of the current tunnelling at normal incidence is −12%. If the oxide mass is 0.4 of the metal mass, with the height and the metals unchanged, it is +8%. The barrier acts identically on both spins, yet its mass decides which spin tunnels better.

The reason is that, for a thick barrier at normal incidence, the height at which the polarization changes sign is proportional to the barrier mass. Two derivations follow: one solves the barrier problem explicitly, the other removes the mass step by a change of coordinate.

**The model and its matching conditions**

The ferromagnet has Fermi wave numbers k↑ > k↓ > 0 and one mass m for both spins. The barrier has mass m_b, thickness d, and height φ above the Fermi level. Bias is zero, tunnelling is elastic and conserves spin, and motion is at first along the normal z only. In the barrier the wave decays at the rate κ, where

κ² = 2m_bφ/ħ².

With a position-dependent mass m(z), the model takes the usual Hermitian form of the Schrödinger equation,

−(ħ²/2) d/dz[(1/m(z)) dψ/dz] + V(z)ψ = Eψ.

Integrate it over a vanishingly short interval around an interface. V and E are finite, so their terms vanish, and the change of ψ′/m across the interface is zero. Hence ψ and ψ′/m are continuous. The particle current

J = ħ Im(ψ*ψ′/m)

is built from these two quantities, so it is continuous too.

Current conservation by itself would allow other conditions, such as a jump of ψ′/m by a real multiple of ψ, which describes an extra potential concentrated at the interface. The model assumes that no such term is present. Conservation would also allow other orderings of mass and momentum. The kinetic operator ½ m^α p m^β p m^α with 2α + β = −1 is Hermitian for any α and makes m^αψ and m^(−1−α)ψ′ continuous. The equation above is the choice α = 0, and the ratio law below depends on it: for general α the factor m_b/m becomes (m_b/m)^(1+4α). Which condition suits a given interface has to come from its band structure.

It is convenient to define

v = k/m in an electrode, w = κ/m_b in the barrier.

Then ħv is the electron velocity, and w is its counterpart for the decaying wave. From κ²,

w² = 2φ/(ħ²m_b).

At fixed height, a lighter barrier mass lowers κ but raises w.

**First derivation: solving the barrier**

Let a wave of unit amplitude arrive from an electrode with velocity v₁, and let a wave of amplitude t leave at z = d into an electrode with velocity v₂. There ψ = t and ψ′/m = iv₂t. The barrier solution with these end values is

ψ(z) = t[cosh κ(d−z) − i(v₂/w) sinh κ(d−z)],

ψ′(z)/m_b = t[−w sinh κ(d−z) + iv₂ cosh κ(d−z)].

Write c = cosh κd and s = sinh κd. On the incident side, ψ(0) = 1 + r and ψ′(0)/m = iv₁(1 − r). Dividing the second by iv₁ and adding the first removes r:

2 = t[c − i(v₂/w)s + i(w/v₁)s + (v₂/v₁)c].

Multiply by v₁w:

2v₁w = t[w(v₁+v₂)c + i(w² − v₁v₂)s].

The transmission is the ratio of outgoing to incident current, T = (v₂/v₁)|t|², so

T = 4v₁v₂w² / [w²(v₁+v₂)²c² + (w²−v₁v₂)²s²].

Now put c² = 1 + s². The coefficient of s² becomes

w²(v₁+v₂)² + (w²−v₁v₂)² = w⁴ + w²(v₁²+v₂²) + v₁²v₂² = (w²+v₁²)(w²+v₂²),

and therefore

T = 4v₁v₂w² / [w²(v₁+v₂)² + (w²+v₁²)(w²+v₂²)s²].

For a thick barrier, κd ≫ 1, s² tends to e^(2κd)/4 and the first term of the denominator can be dropped:

T ≈ 16 e^(−2κd) D(v₁)D(v₂), D(v) = vw/(w²+v²).

Each electrode contributes its own factor. With a nonmagnetic counterelectrode, its factor is common to both spins, and the polarization of the current is

P = (D↑ − D↓)/(D↑ + D↓).

Over the common denominator (w²+v↑²)(w²+v↓²), and apart from a factor w, the two numerators are

v↑(w²+v↓²) − v↓(w²+v↑²) = (v↑−v↓)(w² − v↑v↓),

v↑(w²+v↓²) + v↓(w²+v↑²) = (v↑+v↓)(w² + v↑v↓).

Since both spins have mass m, v↑v↓ = k↑k↓/m², and

P = [(k↑−k↓)/(k↑+k↓)] · [(κ/m_b)² − k↑k↓/m²] / [(κ/m_b)² + k↑k↓/m²].

The first factor is positive. The second vanishes when w² = v↑v↓, that is, when

2φ_c/(ħ²m_b) = k↑k↓/m².

Solving for the height gives

φ_c = ħ²m_b k↑k↓/(2m²) = (m_b/m)φ₀, φ₀ = ħ²k↑k↓/(2m).

Here φ₀ is the sign-change height for m_b = m. It is also √(E↑E↓), the geometric mean of the kinetic energies E_σ = ħ²k_σ²/2m at the Fermi level. The comparison holds k↑, k↓ and m fixed while m_b varies. P is negative below φ_c and positive above it.

The function D explains the two signs. Written as

D(v) = 1/(w/v + v/w),

it is largest at v = w and falls off on both sides. A high barrier has w above both electrode velocities, so the faster majority electrons are closer to the match and P > 0. A low barrier has w below both, and the slower minority electrons win. In these limits P tends to +(k↑−k↓)/(k↑+k↓) and to minus that value. The low limit needs a correspondingly greater thickness, because κ falls with φ and κd must stay large.

**What two magnetic electrodes can show**

Let two identical ferromagnets have magnetizations at an angle θ. In a thick barrier, the tail of a left-hand spin state arrives at the right-hand interface and is resolved along the right-hand spin axis. The probabilities are cos²(θ/2) for the same spin label and sin²(θ/2) for the opposite one. The conductance is then

G ∝ cos²(θ/2)(D↑² + D↓²) + 2 sin²(θ/2)D↑D↓.

With cos²(θ/2) = (1+cosθ)/2 and sin²(θ/2) = (1−cosθ)/2 this becomes

G ∝ ½(D↑+D↓)² + ½(D↑−D↓)²cosθ ∝ 1 + P²cosθ.

The angular dependence contains P², so in this model identical electrodes do not reveal the sign. A detector of known spin response, or a second ferromagnet of known polarization, can reveal it.

**Second derivation: stretching the coordinate**

Define a new coordinate ζ by

dζ = (m(z)/m) dz.

Then dψ/dz = (m(z)/m) dψ/dζ, and the flux quantity becomes

(1/m(z)) dψ/dz = (1/m) dψ/dζ.

Its continuity is now ordinary continuity of slope. Differentiating once more,

d/dz[(1/m(z)) dψ/dz] = (m(z)/m²) d²ψ/dζ².

Insert this in the Schrödinger equation and multiply by m/m(z):

−(ħ²/2m) d²ψ/dζ² + (m/m(z))[V − E]ψ = 0.

This is a problem with the single mass m everywhere. The ferromagnet is unchanged. In the barrier V − E = φ, so the equivalent barrier has height and thickness

Φ = (m/m_b)φ, D_eq = (m_b/m)d.

A light-mass barrier is thus equivalent to a taller and thinner one of the electrode mass. The decay exponent is the same in both descriptions, because √(2mΦ)·D_eq = √(2m_bφ)·d.

It remains to find the sign-change height for a single mass. Let K = √(2mΦ)/ħ be the decay constant in ζ. To leading order in a thick barrier, an electron of wave number k is totally reflected and forms a standing wave. With incident amplitude of modulus 1 it is, up to a phase,

ψ = 2 sin(δ − kζ) for ζ < 0, ψ = ψ(0)e^(−Kζ) for ζ > 0.

Continuity of slope at ζ = 0 gives −k cot δ = −K, so cot δ = K/k and

|ψ(0)|² = 4 sin²δ = 4k²/(k²+K²).

The far electrode is reached by this tail alone. Both spins have the same K and meet the same nonmagnetic counterelectrode, so the transmitted current is |ψ(0)|² times a common factor. The incident current is proportional to k. The transmission therefore obeys

T_σ ∝ k_σ/(k_σ²+K²).

The spins are equally transmitted when

k↑(k↓²+K²) = k↓(k↑²+K²),

which rearranges to (k↑−k↓)K² = k↑k↓(k↑−k↓), or K² = k↑k↓. The equivalent height is then Φ = ħ²k↑k↓/2m = φ₀. Returning to the real barrier,

(m/m_b)φ_c = φ₀, so φ_c = (m_b/m)φ₀.

**The example, number by number**

The rough parameters are k↑ = 11 nm⁻¹, k↓ = 4.2 nm⁻¹, m equal to the free-electron mass, m_b = 0.4m, φ = 1.0 eV and d = 1.5 nm. Aluminium enters with wave number 17.5 nm⁻¹ and mass m. With ħ²/2m = 0.0381 eV nm²,

φ₀ = 0.0381 × 11 × 4.2 = 1.76 eV,

φ_c = 0.4 × 1.76 = 0.704 eV.

The height of 1.0 eV lies between them, hence the two signs. The second derivation says the same thing differently: the real barrier is equivalent to one of height 1.0/0.4 = 2.5 eV and thickness 0.6 nm with the electrode mass, and 2.5 eV exceeds 1.76 eV.

For the size of P, give masses in units of m, so that w and v are in nm⁻¹. For m_b = 0.4, κ = 3.24 nm⁻¹ and w = 3.24/0.4 = 8.10 nm⁻¹, above √(k↑k↓) = 6.80 nm⁻¹. Then

P = (6.8/15.2) × (65.6 − 46.2)/(65.6 + 46.2) = 0.447 × 0.174 = +0.078.

For m_b = 1, w = κ = 5.12 nm⁻¹, below 6.80 nm⁻¹, and

P = 0.447 × (26.2 − 46.2)/(26.2 + 46.2) = −0.123.

The ratio law was also tested on a finite-difference form of the Hermitian equation, in which the matching follows from the chosen ordering α = 0 and is not imposed separately. For an 8 nm barrier and m = 1, the spins were equally transmitted at 0.352, 0.704, 1.760 and 3.520 eV for m_b = 0.2, 0.4, 1 and 2. Over these cases and a second set with m = 1.5, the ratio of zeros differed from m_b/m by at most 1.4 parts in 10⁴ of its value.

**What happens if the slope itself is matched**

Suppose ψ′, instead of ψ′/m, were made continuous despite the mass step. The masses then drop out of the matching, and the condition for equal transmission becomes κ² = k↑k↓. With κ² = 2m_bφ/ħ² this gives

φ = ħ²k↑k↓/(2m_b) = (m/m_b)φ₀,

the inverse factor. In the example the sign change would move to 4.40 eV, and P at 1.0 eV would be negative. The fault is visible in the current: Im(ψ*ψ′) would be the same everywhere, so the current inside the barrier would be m/m_b = 2.5 times that outside. Reflection and transmission would still add up to one when both electrodes have the same mass, so that sum does not expose the error. The fault lies in making both ψ and ψ′ continuous, not in the inverse factor itself: the ordering α = −1/2, with ψ/√m and ψ′/√m continuous, gives the same factor and conserves the current.

**Finite thickness**

The full transmission formula gives the correction. For a counterelectrode of velocity v_N,

4v_N w²/T_σ = w²(v_σ + v_N²/v_σ + 2v_N) + s²(w²+v_N²)(v_σ + w²/v_σ).

For any constant a, the expression v + a/v changes by (v↑−v↓)[1 − a/(v↑v↓)] between the two spins. Setting the total difference to zero and multiplying by v↑v↓ gives

(w² − v↑v↓)(w² + v_N²) sinh²κd = w²(v↑v↓ − v_N²).

The shift of the zero is exponentially small in κd. It is downward when v_N² > v↑v↓, as here. In the example it is −0.6 meV at 1.5 nm, while at 0.8 nm the zero has moved from 0.704 to 0.675 eV.

The stretched coordinate shows how mass and thickness combine. At normal incidence, with the electrodes fixed,

φ_c(m_b, d) = (m_b/m) φ_c(m, m_b d/m).

The mass ratio still appears, but the two barriers compared must have different thicknesses. At equal thickness the simple ratio requires both to be thick in the sense κd ≫ 1, and the lighter mass reaches that regime later.

**In-plane momentum**

A planar junction also transmits electrons with in-plane wave number q, which is conserved. Let ε = ħ²q²/2m. The kinetic energy along the normal falls to E_σ − ε, while the effective barrier height rises to φ + ħ²q²/2m_b = φ + (m/m_b)ε. Applying the normal-incidence law to these energies gives

φ_c(q) + (m/m_b)ε = (m_b/m)√[(E↑−ε)(E↓−ε)],

φ_c(q) = (m_b/m)√[(E↑−ε)(E↓−ε)] − (m/m_b)ε.

The last term carries the inverse mass ratio, so the simple law does not hold for each q.

To average over q, let κ₀ be the decay constant at q = 0. Then κ_q = √(κ₀²+q²) ≈ κ₀ + q²/2κ₀, and the factor e^(−2κ_q d) gives channels the weight exp(−q²d/κ₀). The number of channels in a small interval of q² is proportional to the width of that interval, so the mean of q² is κ₀/d. Near the zero, the difference between the two spin currents is proportional to φ − φ_c(q). To first order in 1/d the averaged zero is therefore φ_c(q) at the mean ε. Since the derivative of the square root at ε = 0 is −(E↑+E↓)/(2φ₀),

Δφ_c ≈ −[(m_b/m)(E↑+E↓)/(2φ₀) + m/m_b] · ħ²κ₀/(2md),

with κ₀ taken at φ_c. In the example E↑ = 4.61 eV, E↓ = 0.672 eV and κ₀ = 2.72 nm⁻¹. The bracket is 0.60 + 2.50 = 3.10, the last factor is 0.0381 × 2.72/1.5 = 0.069 eV, and the shift is −0.21 eV.

Direct integration over q at 1.5 nm puts the zero at 0.466 eV, a shift of −0.24 eV. For m_b = m the averaged zero is 1.228 eV. Their ratio is 0.379 instead of 0.4, so here the ratio survives much better than the heights themselves. At 1.0 eV the averaged polarizations are +15% and −5%, and the sign reversal remains.

**Beside a real junction**

The wave numbers are rough values for the nearly free electrons of iron. A mass of 0.4 is a rough value for aluminium oxide, and 1.0 eV is at the low end of the rough 1 to 3 eV range of fitted heights. Measured polarizations of iron with such barriers are positive and roughly 40%, well above the model's 8% or, averaged over q, 15%. The model leaves out the d bands of iron, bonding at the interface and disorder, and their effect is not estimated here.

The average over q moves the zero by −0.24 eV, as found above. A bias of 0.1 V, for electrons leaving iron at its Fermi level at normal incidence, raises the zero by 12 meV. Its field of 0.67 MV/cm is far below a rough breakdown field of 10 MV/cm. Raising the electron energy by kT at 300 K, 26 meV, lowers P by 0.011.

The image force matters if φ is meant as the bare height. At mid-barrier the images in two ideal metal planes lie at distances nd on both sides with alternating signs. Half their potential energy, summed, is −e² ln 2/(4πε₀ε_r d), or −0.22 eV for a rough ε_r = 3. Nearer the electrodes the lowering is larger, and the matching is sensitive to the barrier there. With the classical image potential added to φ and the sum held at the Fermi level wherever it would fall below it, the normal-incidence zero for m_b = 0.4m rises from 0.70 to about 1.9 eV in the bare height, and P at a bare height of 1.0 eV is negative for both masses. The size of the shift depends strongly on the cutoff, because the classical form fails close to a metal surface. Replacing the regions outside the turning points by metal puts the zero at 1.35 eV, and a floor at the bottom of the minority band puts it at 2.2 eV. At normal incidence P at a bare 1.0 eV stays negative for both masses in these cases. Averaged over q, the reversal is lost with the floor at the Fermi level (−8% and −31%) but survives with metal outside the turning points (+3% and −20%). The numbers of the example should therefore be read with φ as the height of an effective rectangular barrier; for a bare height of 1.0 eV the sign for the lighter mass is not settled by this model. A fitted φ may already contain part of this.

The barrier mass can also depend on energy. In a two-band oxide with gap E_g, let f and g be the conduction and valence amplitudes and A their coupling. They obey φf = Ag′ and (E_g − φ)g = Af′. Eliminating g gives κ² = φ(E_g−φ)/A², and agreement with 2m_bφ/ħ² at small φ fixes A² = ħ²E_g/(2m_b). The continuous quantity g is proportional to f′/(1−φ/E_g), so m_b is replaced by m_b(1−φ/E_g) both in κ and in the matching. The zero then satisfies φ/(1−φ/E_g) = (m_b/m)φ₀. For a rough gap of 7 eV it lies at 0.640 eV instead of 0.704 eV.

**What each derivation assumes**

Both rest on continuity of ψ and ψ′/m, and both use a thick barrier and normal incidence for the final law. The first also assumes a rectangular barrier. In return it gives the transmission at any thickness, and with it the finite-thickness correction. It also covers spin-dependent masses directly: w² = v↑v↓ then gives φ_c = ħ²m_b k↑k↓/(2m↑m↓).

The coordinate change in the second derivation does not need a rectangular barrier. For any profile φ(z) with a uniform barrier mass, the equivalent problem has all heights multiplied by m/m_b and all lengths in the barrier by m_b/m. The rectangular shape enters when K² = k↑k↓ is used to locate the zero. The mapping also shows why in-plane motion spoils the law: the in-plane energy in the barrier, ħ²q²/2m_b, becomes (m/m_b)²ħ²q²/2m after stretching, whereas a true single-mass junction would have ħ²q²/2m. The two agree at q = 0 or for equal masses.

The computed values, apart from the zeros and polarizations found with the image potential, are collected in the numerical output below.

Computed results

```
hbar^2/(2 m_e) = 0.03810 eV nm^2
input k_up, k_dn, k_n = 11.0, 4.2, 17.5 1/nm
input m, mb = 1.0, 0.4 m_e
input phi = 1.0 eV, d = 1.5 nm
kinetic energy E_up = 4.610 eV, E_dn = 0.672 eV
phi_0 (mb = m) = 1.760 eV
phi_c (mb = 0.4 m) = 0.704 eV
grid zero, d = 8 nm, m = 1.0, mb = 0.2: 0.3520 eV
grid zero, d = 8 nm, m = 1.0, mb = 0.4: 0.7040 eV
grid zero, d = 8 nm, m = 1.0, mb = 1.0: 1.7600 eV
grid zero, d = 8 nm, m = 1.0, mb = 2.0: 3.5195 eV
grid zero, d = 8 nm, m = 1.5, mb = 0.2: 0.1565 eV
grid zero, d = 8 nm, m = 1.5, mb = 0.4: 0.3129 eV
grid zero, d = 8 nm, m = 1.5, mb = 1.5: 1.1733 eV
grid zero, d = 8 nm, m = 1.5, mb = 2.0: 1.5644 eV
largest relative error of ratio law on grid = 1.4e-04
m = 1.5, mb = 0.2, d = 4 nm: grid zero = 0.15606 eV
  finite-thickness formula 0.15607 eV, thick law 0.15646 eV
zero with psi' continuous (wrong) = 4.401 eV
wrong matching: current inside/outside = 2.500
kappa at phi, mb = 0.4: 3.240 1/nm
kappa*d at phi, mb = 0.4: 4.86
kappa at phi, mb = 1: 5.123 1/nm
barrier velocity kappa/mb, mb = 0.4: 8.100 1/nm
sqrt(k_up k_dn) = 6.797 1/nm
P at phi = 1 eV, mb = 0.4: +0.0777
P at phi = 1 eV, mb = 1: -0.1232
high-barrier limit of P = 0.4474
P at phi = 0.3 eV, mb = 0.4: -0.1800
P at phi = 0.5 eV, mb = 0.4: -0.0758
P at phi = 2.0 eV, mb = 0.4: +0.2144
P at phi = 3.0 eV, mb = 0.4: +0.2773
momentum-averaged P, mb = 0.4: +0.1531
momentum-averaged P, mb = 1: -0.0515
momentum-averaged zero, mb = 0.4: 0.466 eV
momentum-averaged zero, mb = 1: 1.228 eV
ratio of averaged zeros = 0.379
kappa at phi_c = 2.719 1/nm
1/d shift coefficient, formula = -0.3211 eV nm
1/d shift coefficient, integration = -0.3211 eV nm
leading 1/d shift at d = 1.5 nm = -0.214 eV
channel zero at q^2 = 3.0 1/nm^2: 0.348 eV
finite-thickness shift, d = 1.5 nm: -0.60 meV
normal-incidence zero at d = 0.8 nm: 0.675 eV
shift of zero by 0.1 V bias = 12.2 meV
field at 0.1 V = 0.67 MV/cm (rough breakdown 10 MV/cm)
image lowering at mid-barrier (rough eps 3) = 0.222 eV
zero with two-band barrier (rough gap 7 eV) = 0.640 eV
kT at 300 K = 25.9 meV
change of P for an electron kT above Fermi level = -0.0114
```
